# Superexchange through one anion in a straight cation-anion-cation bond: test program

```python
"""Superexchange through one anion in a straight cation-anion-cation unit.

Result under test (fourth order in the hopping t = tpd):
    J = E_triplet - E_singlet = (4 t^4/Delta^2) [1/Ud + 2/(2 Delta + Up)]
for H_eff = const + J S1.S2, with one hole on each cation.
Delta: cost of moving one hole from cation to anion; Ud, Up: repulsion of
two holes on a cation or on the anion; Upd: cation-anion hole repulsion
(zero unless stated). Energies are in eV.
The reference is diagonalization in the Fock space of three orbitals.
"""
import numpy as np
from scipy.constants import k, e

# Fermion operators; sites 0 = left d, 1 = p, 2 = right d; spins 0 = up, 1 = down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    matrix = np.eye(1)
    for m in range(6):
        factor = parity if m < mode else lower if m == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    return matrix


c = [[annihilator(2 * site + spin) for spin in (0, 1)] for site in range(3)]
n = [[op.T @ op for op in pair] for pair in c]
number = sum(n[i][s] for i in range(3) for s in (0, 1))
s_z = 0.5 * sum(n[i][0] - n[i][1] for i in range(3))
s_plus = sum(c[i][0].T @ c[i][1] for i in range(3))
s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z


def hamiltonian(eps_d, eps_p, t_left, t_right, Ud, Up, Upd=0.0):
    total = [n[i][0] + n[i][1] for i in range(3)]
    h = eps_d * (total[0] + total[2]) + eps_p * total[1]
    h = h + Ud * (n[0][0] @ n[0][1] + n[2][0] @ n[2][1])
    h = h + Up * n[1][0] @ n[1][1] + Upd * total[1] @ (total[0] + total[2])
    for site, hop in ((0, t_left), (2, t_right)):
        for s in (0, 1):
            move = c[site][s].T @ c[1][s]
            h = h + hop * (move + move.T)
    return h


def lowest(h, particles, spin_z):
    keep = np.where((np.abs(np.diag(number) - particles) < 1e-9)
                    & (np.abs(np.diag(s_z) - spin_z) < 1e-9))[0]
    return np.linalg.eigvalsh(h[np.ix_(keep, keep)])[0]


def exact_J(t1, t2, Delta, Ud, Up, Upd=0.0):
    h = hamiltonian(0.0, Delta, t1, t2, Ud, Up, Upd)
    return lowest(h, 2, 1) - lowest(h, 2, 0)


def formula_J(t1, t2, Delta, Ud, Up, Upd=0.0):
    bracket = 1 / Ud + 2 / (2 * Delta + Up)
    return 4 * t1**2 * t2**2 / (Delta + Upd)**2 * bracket


# Fourth-order coefficient extracted from exact gaps. Extrapolation removes the
# t^2 relative correction; the remaining t^4 one sets the tolerance.
for ratio, Delta, Ud, Up, Upd in [(1, 4, 8, 4, 0), (-1, 3, 2, 5, 0),
                                  (0.6, 2.5, 9, 1, 0), (1, 3, 6, 0.5, 1.2)]:
    coeff = [exact_J(t, ratio * t, Delta, Ud, Up, Upd) / t**4
             for t in (0.08, 0.04)]
    extrapolated = (4 * coeff[1] - coeff[0]) / 3
    expected = formula_J(1, ratio, Delta, Ud, Up, Upd)
    assert abs(extrapolated / expected - 1) < 1e-3

# Worked example: round model parameters
t, Delta, Ud, Up = 0.5, 4.0, 8.0, 4.0
h_hole = hamiltonian(0.0, Delta, t, t, Ud, Up)
E_S, E_T = lowest(h_hole, 2, 0), lowest(h_hole, 2, 1)
J_exact = E_T - E_S

# Four electrons with electron levels give the same gap as two holes
h_electron = hamiltonian(Delta - Ud + Up, 0.0, t, -t, Ud, Up)
J_electron = lowest(h_electron, 4, 1) - lowest(h_electron, 4, 0)
assert abs(J_electron - J_exact) < 1e-10

# The low-energy levels are one singlet below one triplet
two = np.where(np.abs(np.diag(number) - 2) < 1e-9)[0]
levels, states = np.linalg.eigh(h_hole[np.ix_(two, two)])
spin_block = s_squared[np.ix_(two, two)]
spins = [states[:, i] @ spin_block @ states[:, i] for i in range(4)]
assert np.allclose(spins, [0, 2, 2, 2], atol=1e-8)
assert np.ptp(levels[1:4]) < 1e-10 and levels[4] - levels[3] > 1.0

# Closed triplet energy and four-state singlet matrix against the Fock space
E_T_closed = (Delta - np.sqrt(Delta**2 + 8 * t**2)) / 2
r2 = np.sqrt(2)
singlet_matrix = np.array([[0, r2 * t, 0, 0],
                           [r2 * t, Delta, r2 * t, 2 * t],
                           [0, r2 * t, Ud, 0],
                           [0, 2 * t, 0, 2 * Delta + Up]])
assert abs(E_T_closed - E_T) < 1e-10
assert abs(np.linalg.eigvalsh(singlet_matrix)[0] - E_S) < 1e-10

# Second-order amplitudes from explicit operator products
vacuum = np.zeros(64)
vacuum[0] = 1.0


def two_holes(i, spin_i, j, spin_j):
    return c[i][spin_i].T @ c[j][spin_j].T @ vacuum


h0 = np.diag(h_hole)
resolvent = np.array([-1 / x if x > 1e-9 else 0.0 for x in h0])
V = h_hole - np.diag(h0)
V_left = hamiltonian(0, 0, t, 0, 0, 0)
singlet = (two_holes(0, 0, 2, 1) - two_holes(0, 1, 2, 0)) / r2
triplet = (two_holes(0, 0, 2, 1) + two_holes(0, 1, 2, 0)) / r2
doubles = [two_holes(i, 0, i, 1) for i in range(3)]
reached_S = V @ (resolvent * (V @ singlet))
reached_T = V @ (resolvent * (V @ triplet))
amp_d, amp_p, amp_d_right = [d @ reached_S for d in doubles]
amp_p_one_order = doubles[1] @ (V @ (resolvent * (V_left @ singlet)))
assert np.isclose(amp_d, -r2 * t**2 / Delta)
assert np.isclose(amp_d_right, amp_d)
assert np.isclose(amp_p, -2 * r2 * t**2 / Delta)
assert np.isclose(amp_p_one_order, amp_p / 2)
assert max(abs(d @ reached_T) for d in doubles) < 1e-12


# Full fourth-order energies by operator products
def orders(state):
    first = resolvent * (V @ state)
    second = resolvent * (V @ first)
    E2 = state @ V @ first
    norm_term = -E2 * (first @ first)
    return E2, norm_term, first @ V @ second + norm_term


E2_S, norm_S, E4_S = orders(singlet)
E2_T, norm_T, E4_T = orders(triplet)
J4 = formula_J(t, t, Delta, Ud, Up)
assert np.isclose(E2_S, -2 * t**2 / Delta) and np.isclose(E2_T, E2_S)
assert np.isclose(norm_S, 4 * t**4 / Delta**3) and np.isclose(norm_T, norm_S)
assert np.isclose(E4_T, norm_T) and np.isclose(E4_T - E4_S, J4)

# Limiting laws against exact gaps; the neglected channel is about 1 percent
x = 0.02
mott = 4 * (x**2 / Delta)**2 / 0.06
assert abs(exact_J(x, x, Delta, 0.06, Up) / mott - 1) < 0.02
x = 0.05
charge = 8 * x**4 / (Delta**2 * (2 * Delta + Up))
assert abs(exact_J(x, x, Delta, 600.0, Up) / charge - 1) < 0.02
small_Up = 4 * x**4 / Delta**3
assert abs(exact_J(x, x, Delta, 600.0, 0.04) / small_Up - 1) < 0.02

print(f"tpd = {t:.2f} eV, Delta = {Delta:.2f} eV")
print(f"Ud = {Ud:.2f} eV, Up = {Up:.2f} eV")
print(f"t_eff = tpd^2/Delta = {t**2 / Delta:.4f} eV")
print(f"energy of two holes on anion = {2 * Delta + Up:.2f} eV")
print(f"crossover energy Delta + Up/2 = {Delta + Up / 2:.2f} eV")
print(f"amplitude numerator, cation = {amp_d:.5f} eV")
print(f"amplitude numerator, anion = {amp_p:.5f} eV")
print(f"anion numerator, one order of hops = {amp_p_one_order:.5f} eV")
print(f"second-order energy, both spins = {E2_S:.5f} eV")
print(f"common normalization term = {1e3 * norm_S:.4f} meV")
print(f"fourth-order singlet energy = {1e3 * E4_S:.4f} meV")
print(f"fourth-order triplet energy = {1e3 * E4_T:.4f} meV")
J_cation = 2 * amp_d**2 / Ud
J_anion = amp_p**2 / (2 * Delta + Up)
assert np.isclose(J_cation + J_anion, J4)
print(f"cation contribution to J = {1e3 * J_cation:.4f} meV")
print(f"anion contribution to J = {1e3 * J_anion:.4f} meV")
print(f"anion/cation ratio = {J_anion / J_cation:.4f}")
print(f"J, fourth order = {1e3 * J4:.4f} meV")
print(f"J/k_B, fourth order = {J4 * e / k:.2f} K")
print(f"exact singlet energy = {E_S:.6f} eV")
print(f"exact triplet energy = {E_T:.6f} eV")
print(f"J, exact for the model = {1e3 * J_exact:.4f} meV")

print("Convergence: tpd (eV), fourth-order J, exact J (meV), excess (%)")
excess = []
for hop in (1.0, 0.5, 0.25, 0.125):
    approx = formula_J(hop, hop, Delta, Ud, Up)
    full = exact_J(hop, hop, Delta, Ud, Up)
    excess.append(approx / full - 1)
    print(f"  {hop:.3f}  {1e3 * approx:.5f}  {1e3 * full:.5f}"
          f"  {100 * excess[-1]:.2f}")
assert 3.5 < excess[-2] / excess[-1] < 4.5
print(f"last reduction of excess on halving tpd = {excess[-2] / excess[-1]:.3f}")

print("Crossover at tpd = 0.5 eV: Ud (eV), then in meV:")
print("  fourth-order J, Mott-Hubbard limit, charge-transfer limit, exact J")
for U in (0.6, 6.0, 60.0):
    values = [formula_J(t, t, Delta, U, Up), 4 * (t**2 / Delta)**2 / U,
              8 * t**4 / (Delta**2 * (2 * Delta + Up)),
              exact_J(t, t, Delta, U, Up)]
    print(f"  {U:.1f}  " + "  ".join(f"{1e3 * v:.4f}" for v in values))

U_bad = 0.06
bad, true_gap = formula_J(t, t, Delta, U_bad, Up), exact_J(t, t, Delta, U_bad, Up)
assert bad > 2 * true_gap
print(f"Breakdown at Ud = {U_bad:.2f} eV: fourth-order J = {1e3 * bad:.2f} meV")
print(f"Breakdown at Ud = {U_bad:.2f} eV: exact gap = {1e3 * true_gap:.2f} meV")
print("OK")
```

It prints:

```
tpd = 0.50 eV, Delta = 4.00 eV
Ud = 8.00 eV, Up = 4.00 eV
t_eff = tpd^2/Delta = 0.0625 eV
energy of two holes on anion = 12.00 eV
crossover energy Delta + Up/2 = 6.00 eV
amplitude numerator, cation = -0.08839 eV
amplitude numerator, anion = -0.17678 eV
anion numerator, one order of hops = -0.08839 eV
second-order energy, both spins = -0.12500 eV
common normalization term = 3.9062 meV
fourth-order singlet energy = -0.6510 meV
fourth-order triplet energy = 3.9062 meV
cation contribution to J = 1.9531 meV
anion contribution to J = 2.6042 meV
anion/cation ratio = 1.3333
J, fourth order = 4.5573 meV
J/k_B, fourth order = 52.89 K
exact singlet energy = -0.125578 eV
exact triplet energy = -0.121320 eV
J, exact for the model = 4.2581 meV
Convergence: tpd (eV), fourth-order J, exact J (meV), excess (%)
  1.000  72.91667  56.68446  28.64
  0.500  4.55729  4.25813  7.03
  0.250  0.28483  0.27993  1.75
  0.125  0.01780  0.01772  0.44
last reduction of excess on halving tpd = 4.003
Crossover at tpd = 0.5 eV: Ud (eV), then in meV:
  fourth-order J, Mott-Hubbard limit, charge-transfer limit, exact J
  0.6  28.6458  26.0417  2.6042  25.9208
  6.0  5.2083  2.6042  2.6042  4.8750
  60.0  2.8646  0.2604  2.6042  2.6515
Breakdown at Ud = 0.06 eV: fourth-order J = 263.02 meV
Breakdown at Ud = 0.06 eV: exact gap = 94.26 meV
OK
```
